# Bulk or Flux Coefficients from One Monte Carlo Electron Swarm: verification in Python

```python
"""Bulk and flux transport coefficients from one Monte Carlo electron swarm.

Result under test, with q(v) the electron-creation frequency of one electron:
    d<z>/dt          = <v_z>                + cov(z, q)
    (1/2) d var(z)/dt = cov(z, v_z)         + (1/2) cov((z-<z>)^2, q)
    (1/4) d<r^2>/dt  = (1/2)<x v_x + y v_y> + (1/4) cov(r^2, q)
Left sides: bulk drift W_B and diffusion D_LB, D_TB. First terms on the
right: flux values W_F, D_LF, D_TF. Without electron creation they coincide.
The z axis is along the electric force on the electrons; r^2 = x^2 + y^2.

The Monte Carlo values are compared with a deterministic multi-term solution
of the Boltzmann equation expanded in density gradients.

Internal units: mm, ns, eV, cross sections in 1e-20 m^2. Speeds are then in
mm/ns = 1e6 m/s and rate coefficients in 1e-14 m^3/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import lu_factor, lu_solve

# ---------------------------------------------------------------- model gas
PRESSURE_TORR, TEMPERATURE, FIELD_TD = 1.0, 300.0, 400.0
EXCITE_EV, IONIZE_EV = 6.0, 11.0
GAS_DENSITY = PRESSURE_TORR * const.torr / (const.k * TEMPERATURE)   # m^-3
DENSITY = GAS_DENSITY * 1e-23      # turns 1e-14 m^3/s into 1/ns
REDUCED_FIELD = FIELD_TD / 10.0    # 1e-20 V m^2
FIELD = REDUCED_FIELD * DENSITY    # V/mm
SPEED_1EV = np.sqrt(2 * const.e / const.m_e) * 1e-6    # mm/ns at 1 eV
ACCELERATION = 0.5 * SPEED_1EV**2 * FIELD              # mm/ns^2


def cross_sections(energy):
    """Elastic, excitation and ionization cross sections, 1e-20 m^2."""
    elastic = 20.0 / (1.0 + energy / 10.0)
    excitation = 3.0 * np.maximum(0.0, 1.0 - EXCITE_EV / energy)
    ionization = 5.0 * np.maximum(0.0, 1.0 - IONIZE_EV / energy)
    return elastic, excitation, ionization


# ------------------------------------------------------- Monte Carlo swarm
GROUPS = 40
SAMPLE_STEP = 0.25
times = np.arange(57) * SAMPLE_STEP
FIRST, MIDDLE, LAST = 16, 36, 56
energy_scan = np.linspace(0.01, 100.0, 5000)
MAJORANT = np.max(sum(cross_sections(energy_scan))
                  * SPEED_1EV * np.sqrt(energy_scan))


def isotropic_velocity(energy, rng):
    speed = SPEED_1EV * np.sqrt(energy)
    cosine = 2.0 * rng.random(energy.size) - 1.0
    angle = 2.0 * np.pi * rng.random(energy.size)
    across = speed * np.sqrt(1.0 - cosine**2)
    return np.array([across * np.cos(angle), across * np.sin(angle),
                     speed * cosine])


def advance(swarm, releases, rng):
    """Move all electrons by one sampling step with exact null collisions.

    Rows of swarm: x, y, z, v_x, v_y, v_z, founder group, time left."""
    swarm[7] = SAMPLE_STEP
    finished = []
    while swarm.shape[1]:
        flight = rng.exponential(1.0 / (MAJORANT * DENSITY), swarm.shape[1])
        collides = flight < swarm[7]
        step = np.minimum(flight, swarm[7])
        swarm[0:3] += swarm[3:6] * step
        swarm[2] += 0.5 * ACCELERATION * step**2
        swarm[5] += ACCELERATION * step
        swarm[7] -= step
        finished.append(np.take(swarm, np.flatnonzero(~collides), axis=1))
        swarm = np.take(swarm, np.flatnonzero(collides), axis=1)
        if swarm.shape[1] == 0:
            break
        speed2 = swarm[3]**2 + swarm[4]**2 + swarm[5]**2
        energy = speed2 / SPEED_1EV**2
        speed = np.sqrt(speed2)
        elastic, excitation, ionization = cross_sections(energy)
        below_excite = elastic * speed
        below_ionize = below_excite + excitation * speed
        total = below_ionize + ionization * speed
        assert total.max() <= MAJORANT, "majorant frequency exceeded"
        pick = rng.random(speed.size) * MAJORANT
        excited = (pick >= below_excite) & (pick < below_ionize)
        ionized = np.flatnonzero((pick >= below_ionize) & (pick < total))
        energy[excited] -= EXCITE_EV
        energy[ionized] -= IONIZE_EV
        if releases:
            second_energy = rng.random(ionized.size) * energy[ionized]
            energy[ionized] -= second_energy
        real = np.flatnonzero(pick < total)
        swarm[3:6, real] = isotropic_velocity(energy[real], rng)
        if releases and ionized.size:
            newborn = np.take(swarm, ionized, axis=1)
            newborn[3:6] = isotropic_velocity(second_energy, rng)
            swarm = np.concatenate((swarm, newborn), axis=1)
    return np.concatenate(finished, axis=1)


def sample(swarm, releases):
    """Sums over electrons, kept apart for each founder group."""
    x, y, z, vx, vy, vz = swarm[:6]
    speed2 = vx**2 + vy**2 + vz**2
    energy = speed2 / SPEED_1EV**2
    create = releases * DENSITY * cross_sections(energy)[2] * np.sqrt(speed2)
    r2 = x**2 + y**2
    features = (np.ones_like(z), energy, z, z**2, vz, z * vz, r2,
                x * vx + y * vy, create, z * create, z**2 * create,
                r2 * create)
    group = swarm[6].astype(int)
    return np.array([np.bincount(group, weights=item, minlength=GROUPS)
                     for item in features])


def run_swarm(founders, releases, seed):
    rng = np.random.default_rng(seed)
    swarm = np.zeros((8, founders))
    swarm[3:6] = isotropic_velocity(np.full(founders, 7.0), rng)
    swarm[6] = np.arange(founders) % GROUPS
    record = [sample(swarm, releases)]
    for _ in times[1:]:
        swarm = advance(swarm, releases, rng)
        record.append(sample(swarm, releases))
    return np.array(record).transpose(1, 0, 2)    # feature, time, group


def coefficients(sums, first=FIRST, last=LAST):
    """Bulk values from moment growth, flux values from covariances."""
    (energy, z, zz, vz, zvz, r2, rv, q, zq, zzq, r2q) = sums[1:] / sums[0]
    span = times[last] - times[first]

    def growth(series):
        return (series[last] - series[first]) / span

    def average(series):
        return trapezoid(series[first:last + 1],
                         times[first:last + 1]) / span

    variance = zz - z**2
    return {
        "energy": average(energy),
        "growth": growth(np.log(sums[0])),
        "create": average(q),
        "WB": growth(z), "WF": average(vz), "WS": average(zq - z * q),
        "LB": 0.5 * growth(variance), "LF": average(zvz - z * vz),
        "LS": 0.5 * average(zzq - 2 * z * zq + z**2 * q - variance * q),
        "TB": 0.25 * growth(r2), "TF": 0.5 * average(rv),
        "TS": 0.25 * average(r2q - r2 * q)}


def with_replicates(record, first=FIRST, last=LAST):
    """Full-swarm estimate and its leave-one-group-out replicates."""
    total = record.sum(axis=2)
    value = coefficients(total, first, last)
    parts = [coefficients(total - record[:, :, g], first, last)
             for g in range(GROUPS)]
    return value, {key: np.array([p[key] for p in parts]) for key in value}


def jackknife_error(replicates):
    return np.sqrt((GROUPS - 1) * np.var(replicates))


# ------------------------------------- deterministic Boltzmann solution
def solve_boltzmann(releases=True, terms=6, width=0.25, elastic_factor=1.0,
                    equal_sharing=False, vibration=0.0, relaxation=False):
    """Gradient expansion; even Legendre terms at cell centres, odd at edges.

    vibration: cross section (1e-20 m^2) of an added 0.25 eV loss."""
    top, quantum = 80.0, 0.25
    n = int(round(top / width))
    centre = (np.arange(n) + 0.5) * width
    edge = (np.arange(n) + 1.0) * width
    one, lower, upper = np.eye(n), np.eye(n, k=-1), np.eye(n, k=1)
    operator = np.zeros((terms, n, terms, n))
    velocity = np.zeros((terms, n, terms, n))
    for l in range(terms):
        if l % 2 == 0:
            energy = centre
            slope, mean = (one - lower) / width, (one + lower) / 2
        else:
            energy = edge
            slope, mean = (upper - one) / width, (upper + one) / 2
        root = np.sqrt(energy)[:, None]
        for other, factor, bend in (
                (l - 1, l / (2 * l - 1), -(l - 1) / 2),
                (l + 1, (l + 1) / (2 * l + 3), (l + 2) / 2)):
            if 0 <= other < terms:
                operator[l, :, other, :] -= (
                    factor * SPEED_1EV * REDUCED_FIELD
                    * (root * slope + bend / root * mean))
                velocity[l, :, other, :] = factor * SPEED_1EV * root * mean
        elastic, excitation, ionization = cross_sections(energy)
        vibrating = np.where(energy > quantum, vibration, 0.0)
        lost = excitation + ionization + vibrating
        if l > 0:
            lost = lost + elastic_factor * elastic
        operator[l, :, l, :] -= np.diag(lost * SPEED_1EV * root[:, 0])

    root = np.sqrt(centre)
    elastic, excitation, ionization = cross_sections(centre)
    vibrating = np.where(centre > quantum, vibration, 0.0)
    jump = int(round(IONIZE_EV / width))
    products = np.zeros((n, n))
    if not releases:
        products = np.eye(n, k=jump)
    else:
        for source in range(jump, n):
            k = source - jump
            if equal_sharing:
                place = max((k + 0.5) / 2 - 0.5, 0.0)
                cell = int(place)
                products[cell, source] += 2 * (1 - (place - cell))
                products[cell + 1, source] += 2 * (place - cell)
            else:
                products[:k, source] = 2 / (k + 0.5)
                products[k, source] = 1 / (k + 0.5)
    gain = (np.eye(n, k=int(round(EXCITE_EV / width))) * excitation
            + np.eye(n, k=int(round(quantum / width))) * vibrating
            + products * ionization) * SPEED_1EV * root
    operator[0, :, 0, :] += gain * root / root[:, None]

    size = terms * n
    operator = operator.reshape(size, size)
    velocity = velocity.reshape(size, size)
    number = np.zeros(size)
    number[:n] = root

    # Leading eigenvector by inverse iteration from a shift above it.
    shift = 1.0
    factors = lu_factor(operator - shift * np.eye(size))
    f0 = np.zeros(size)
    f0[:n] = np.exp(-centre / 5.0)
    f0 /= number @ f0
    for _ in range(40):
        trial = lu_solve(factors, f0)
        rate = shift + 1.0 / (number @ trial)
        f0 = trial / (number @ trial)
    residual = np.abs(operator @ f0 - rate * f0).max() / np.abs(f0).max()
    assert residual < 1e-6, "eigenvector not converged"

    # The extra unknown of the bordered system is W_B, then D_LB.
    bordered = np.zeros((size + 1, size + 1))
    bordered[:size, :size] = operator - rate * np.eye(size)
    bordered[:size, size] = -f0
    bordered[size, :size] = number
    factors = lu_factor(bordered)
    first = lu_solve(factors, np.append(-velocity @ f0, 0.0))
    f1, bulk_drift = first[:size], first[size]
    second = lu_solve(factors,
                      np.append(bulk_drift * f1 - velocity @ f1, 0.0))
    speed = SPEED_1EV * root
    result = {
        "energy": float(np.sum(centre * root * f0[:n])),
        "growth": rate * DENSITY,
        "WB": bulk_drift, "WF": number @ (velocity @ f0),
        "LB": second[size] / DENSITY,
        "LF": number @ (velocity @ f1) / DENSITY,
        "mean_speed": float(np.sum(speed * root * f0[:n])),
        "elastic_power": float(np.sum(elastic * speed * centre
                                      * root * f0[:n]))}
    if relaxation:
        mode, logs = f1 / np.linalg.norm(f1), []
        for _ in range(60):
            mode = lu_solve(factors, np.append(mode, 0.0))[:size]
            logs.append(np.log(np.linalg.norm(mode)))
            mode /= np.linalg.norm(mode)
        result["relaxation"] = np.exp(np.mean(logs[-30:])) / DENSITY
    return result


solver = solve_boltzmann(relaxation=True)
solver_off = solve_boltzmann(releases=False)
four_terms = solve_boltzmann(terms=4)
coarse = solve_boltzmann(terms=4, width=0.5)
compared = ("energy", "growth", "WB", "WF", "LB", "LF")
terms_change = max(abs(four_terms[k] / solver[k] - 1) for k in compared)
grid_change = max(abs(coarse[k] / four_terms[k] - 1) for k in compared)
assert terms_change < 0.03 and grid_change < 0.02
assert times[FIRST] > 3 * solver["relaxation"]

# ------------------------------------------------------ the two swarms
FOUNDERS_ON, FOUNDERS_OFF = 12000, 30000
record_on = run_swarm(FOUNDERS_ON, True, seed=11)
record_off = run_swarm(FOUNDERS_OFF, False, seed=12)
on, on_rep = with_replicates(record_on)
off, off_rep = with_replicates(record_off)
on_err = {k: jackknife_error(on_rep[k]) for k in on}
off_err = {k: jackknife_error(off_rep[k]) for k in off}

# Monte Carlo against the deterministic solution: four standard errors plus
# one percent for energy grid, Legendre truncation and remaining transient.
for key in compared:
    assert abs(on[key] - solver[key]) < (4 * on_err[key]
                                         + 0.01 * abs(solver[key])), key
for key in ("energy", "WB", "WF", "LB", "LF"):
    assert abs(off[key] - solver_off[key]) < (
        4 * off_err[key] + 0.01 * abs(solver_off[key])), key

# Moment growth = flux value + source covariance, within sampling noise.
balance, balance_err = {}, {}
for c in "WLT":
    balance[c] = on[c + "B"] - on[c + "F"] - on[c + "S"]
    balance_err[c] = jackknife_error(on_rep[c + "B"] - on_rep[c + "F"]
                                     - on_rep[c + "S"])
    assert abs(balance[c]) < 4 * balance_err[c], c
count_gap = on["growth"] - on["create"]
assert abs(count_gap) < 4 * jackknife_error(on_rep["growth"]
                                            - on_rep["create"])

# With release on the drift velocities differ; with release off all agree.
gap_on = on["WB"] - on["WF"]
gap_on_err = jackknife_error(on_rep["WB"] - on_rep["WF"])
assert gap_on > 5 * gap_on_err
gap_off, gap_off_err = {}, {}
for c in "WLT":
    gap_off[c] = off[c + "B"] - off[c + "F"]
    gap_off_err[c] = jackknife_error(off_rep[c + "B"] - off_rep[c + "F"])
    assert abs(gap_off[c]) < 4 * gap_off_err[c], c
    assert gap_off_err[c] < 0.04 * off[c + "B"], c

# Steady growth: the two halves of the window give the same bulk drift.
early, early_rep = with_replicates(record_on, FIRST, MIDDLE)
late, late_rep = with_replicates(record_on, MIDDLE, LAST)
half_gap = late["WB"] - early["WB"]
half_err = jackknife_error(late_rep["WB"] - early_rep["WB"])
assert abs(half_gap) < 4 * half_err

# ------------------------------------------------ sizes of neglected effects
variants = (
    ("20% of elastic hits undeflected", solve_boltzmann(elastic_factor=0.8)),
    ("equal energy sharing", solve_boltzmann(equal_sharing=True)),
    ("0.25 eV vibration, 2e-20 m2", solve_boltzmann(vibration=2.0)))
MOLECULE_U, ELECTRONS_CM3, COULOMB_LOG, ATTACH_M2 = 26.0, 1e10, 10.0, 1e-23
recoil = (2 * const.m_e / (MOLECULE_U * const.atomic_mass)
          * solver["elastic_power"] / (REDUCED_FIELD * solver["WF"]))
thermal = 1.5 * const.k * TEMPERATURE / const.e / solver["energy"]
attachment = (ATTACH_M2 / 1e-20 * solver["mean_speed"] * DENSITY
              / solver["growth"])
impact = const.e / (8 * np.pi * const.epsilon_0 * solver["energy"])
coulomb = (ELECTRONS_CM3 * 1e6 * 4 * np.pi * impact**2 * COULOMB_LOG
           / (GAS_DENSITY * cross_sections(solver["energy"])[0] * 1e-20))

# ---------------------------------------------------------------- output
print(f"pressure {PRESSURE_TORR:.1f} Torr, temperature {TEMPERATURE:.0f} K")
print(f"reduced field {FIELD_TD:.0f} Td, field {FIELD * 10:.1f} V/cm")
print(f"gas density {GAS_DENSITY * 1e-6:.3e} cm^-3")
print(f"thresholds {EXCITE_EV:.0f} eV excitation, {IONIZE_EV:.0f} eV ionization")
print(f"majorant collision frequency {MAJORANT * DENSITY:.2f} per ns")
print(f"window {times[FIRST]:.1f} to {times[LAST]:.1f} ns,"
      f" sampled every {SAMPLE_STEP} ns")
print(f"relaxation time (solver) {solver['relaxation']:.3f} ns")
print(f"solver change, 4 to 6 terms: {100 * terms_change:.2f} % at most")
print(f"solver change, 0.5 to 0.25 eV: {100 * grid_change:.2f} % at most")
print("RELEASE ON: Monte Carlo +- standard error | solver")
print(f"electrons: {FOUNDERS_ON} at start,"
      f" {record_on[0, -1].sum():.0f} at end; {GROUPS} groups")
print(f"mean energy {on['energy']:.3f} +- {on_err['energy']:.3f}"
      f" | {solver['energy']:.3f} eV")
print(f"growth rate {on['growth']:.4f} +- {on_err['growth']:.4f}"
      f" | {solver['growth']:.4f} per ns")
print(f"mean creation frequency {on['create']:.4f} per ns")
names = {"W": ("drift", "1e7 cm/s"), "L": ("D_L", "1e6 cm2/s"),
         "T": ("D_T", "1e6 cm2/s")}
for c in "WLT":
    name, unit = names[c]
    for kind, word in (("B", "bulk"), ("F", "flux")):
        key = c + kind
        extra = f" | {10 * solver[key]:.3f}" if key in solver else ""
        print(f"{word} {name} {10 * on[key]:.3f} +- {10 * on_err[key]:.3f}"
              f"{extra} {unit}")
    print(f"source covariance {name} {10 * on[c + 'S']:.3f}"
          f" +- {10 * on_err[c + 'S']:.3f} {unit}")
    print(f"bulk-flux-source {name} {10 * balance[c]:.3f}"
          f" +- {10 * balance_err[c]:.3f} {unit}")
print(f"bulk minus flux drift {10 * gap_on:.3f} +- {10 * gap_on_err:.3f}"
      f" 1e7 cm/s = {100 * gap_on / on['WF']:.1f} % of flux")
print(f"bulk drift, late minus early half {10 * half_gap:.3f}"
      f" +- {10 * half_err:.3f} 1e7 cm/s")
print(f"RELEASE OFF: {FOUNDERS_OFF} electrons throughout")
print(f"mean energy {off['energy']:.3f} +- {off_err['energy']:.3f}"
      f" | {solver_off['energy']:.3f} eV")
for c in "WLT":
    name, unit = names[c]
    key = c + "B"
    extra = f" | solver {10 * solver_off[key]:.3f}" if key in solver_off else ""
    print(f"{name} bulk {10 * off[key]:.3f}, flux {10 * off[c + 'F']:.3f}"
          f"{extra} {unit}")
    print(f"{name} bulk-flux {10 * gap_off[c]:.4f}"
          f" +- {10 * gap_off_err[c]:.4f} {unit}")
print("NEGLECTED EFFECTS: change of bulk drift, flux drift, growth rate")
for label, other in variants:
    change = [100 * (other[k] / solver[k] - 1) for k in ("WB", "WF", "growth")]
    print(f"{label}: {change[0]:+.1f}, {change[1]:+.1f}, {change[2]:+.1f} %")
print(f"recoil loss / field power, {MOLECULE_U:.0f} u: {100 * recoil:.3f} %")
print(f"gas thermal energy / mean energy: {100 * thermal:.2f} %")
print(f"attachment at {ATTACH_M2:.0e} m2 / growth rate: {100 * attachment:.2f} %")
print(f"Coulomb / elastic at {ELECTRONS_CM3:.0e} cm^-3: {coulomb:.1e}")
print(f"relaxation length {solver['WB'] * solver['relaxation']:.3f} mm")
print("every check passed")
```

Output:

```
pressure 1.0 Torr, temperature 300 K
reduced field 400 Td, field 128.8 V/cm
gas density 3.219e+16 cm^-3
thresholds 6 eV excitation, 11 eV ionization
majorant collision frequency 17.35 per ns
window 4.0 to 14.0 ns, sampled every 0.25 ns
relaxation time (solver) 0.284 ns
solver change, 4 to 6 terms: 0.03 % at most
solver change, 0.5 to 0.25 eV: 0.13 % at most
RELEASE ON: Monte Carlo +- standard error | solver
electrons: 12000 at start, 72648 at end; 40 groups
mean energy 6.387 +- 0.008 | 6.386 eV
growth rate 0.1308 +- 0.0006 | 0.1304 per ns
mean creation frequency 0.1304 per ns
bulk drift 4.099 +- 0.014 | 4.107 1e7 cm/s
flux drift 3.225 +- 0.011 | 3.230 1e7 cm/s
source covariance drift 0.870 +- 0.012 1e7 cm/s
bulk-flux-source drift 0.004 +- 0.012 1e7 cm/s
bulk D_L 1.108 +- 0.016 | 1.128 1e6 cm2/s
flux D_L 0.873 +- 0.014 | 0.879 1e6 cm2/s
source covariance D_L 0.242 +- 0.010 1e6 cm2/s
bulk-flux-source D_L -0.007 +- 0.014 1e6 cm2/s
bulk D_T 1.119 +- 0.011 1e6 cm2/s
flux D_T 1.012 +- 0.009 1e6 cm2/s
source covariance D_T 0.114 +- 0.006 1e6 cm2/s
bulk-flux-source D_T -0.008 +- 0.007 1e6 cm2/s
bulk minus flux drift 0.874 +- 0.009 1e7 cm/s = 27.1 % of flux
bulk drift, late minus early half 0.018 +- 0.023 1e7 cm/s
RELEASE OFF: 30000 electrons throughout
mean energy 7.073 +- 0.010 | 7.069 eV
drift bulk 3.155, flux 3.167 | solver 3.151 1e7 cm/s
drift bulk-flux -0.0117 +- 0.0037 1e7 cm/s
D_L bulk 0.914, flux 0.915 | solver 0.922 1e6 cm2/s
D_L bulk-flux -0.0008 +- 0.0057 1e6 cm2/s
D_T bulk 1.135, flux 1.144 1e6 cm2/s
D_T bulk-flux -0.0093 +- 0.0041 1e6 cm2/s
NEGLECTED EFFECTS: change of bulk drift, flux drift, growth rate
20% of elastic hits undeflected: +17.5, +17.0, +20.5 %
equal energy sharing: -0.8, -0.7, -1.3 %
0.25 eV vibration, 2e-20 m2: -13.6, -11.8, -20.7 %
recoil loss / field power, 26 u: 0.037 %
gas thermal energy / mean energy: 0.61 %
attachment at 1e-23 m2 / growth rate: 0.34 %
Coulomb / elastic at 1e+10 cm^-3: 4.1e-06
relaxation length 0.117 mm
every check passed
```
